# Why the electron density of a $p_{1/2}$ state is spherical, part 2

An X-ray photon removes a 2p electron from a heavy atom such as osmium. The question is why a $p_{1/2}$ electron, with $l=1$, has a spherical density, and when the dumbbell $|Y_{10}|^2$ is the right picture.

We use Hartree atomic units, $\mathbf n=\mathbf r/r$, and Condon-Shortley harmonics, with
$$Y_{10}=\sqrt{\frac{3}{4\pi}}\cos\theta,\qquad Y_{1,\pm1}=\mp\sqrt{\frac{3}{8\pi}}\sin\theta\,e^{\pm i\phi}.$$
One electron moves in a central potential $V$ with spin-orbit term $\xi(r)\,\mathbf L\cdot\mathbf S$, $\mathbf S=\boldsymbol\sigma/2$, $\mathbf J=\mathbf L+\mathbf S$. Its states are $\psi=R(r)\,\Omega(\mathbf n)$, with spin-summed angular density $W=\Omega^\dagger\Omega$.

For $J_z=m$, let $p=l+m+\tfrac12$ and $q=l-m+\tfrac12$. On the coefficients $(a,b)$ of $(a\,Y_{l,m-1/2},\;b\,Y_{l,m+1/2})$, $\boldsymbol\sigma\cdot\mathbf L$ acts as
$$M=\begin{pmatrix}l-q&\sqrt{pq}\\ \sqrt{pq}&l-p\end{pmatrix}=l\,\mathbb 1-vv^T,\qquad v=\begin{pmatrix}-\sqrt q\\ \sqrt p\end{pmatrix}.\tag{2}$$
Its eigenvalues are $l$ ($j=l+\frac12$) and $-(l+1)$ ($j=l-\frac12$). The eigenvalue $\kappa$ of $K=-(\boldsymbol\sigma\cdot\mathbf L+1)$ labels the states: $s_{1/2}$, $p_{1/2}$, $p_{3/2}$, $d_{3/2}$ have $\kappa=-1,+1,-2,+2$. The eigenfunctions are
$$\Omega_{\kappa m}=\frac{1}{\sqrt{2l+1}}\begin{pmatrix}\sqrt p\;Y_{l,m-1/2}\\ \sqrt q\;Y_{l,m+1/2}\end{pmatrix}\ (\kappa<0),\tag{3a}$$
$$\Omega_{\kappa m}=\frac{1}{\sqrt{2l+1}}\begin{pmatrix}-\sqrt q\;Y_{l,m-1/2}\\ \sqrt p\;Y_{l,m+1/2}\end{pmatrix}\ (\kappa>0).\tag{3b}$$
For $p_{1/2}$, $m=\frac12$:
$$\Omega_{1,1/2}=\begin{pmatrix}-\sqrt{1/3}\;Y_{10}\\ \sqrt{2/3}\;Y_{11}\end{pmatrix}=-\frac{1}{\sqrt{4\pi}}\begin{pmatrix}\cos\theta\\ \sin\theta\,e^{i\phi}\end{pmatrix},\tag{4}$$
so $W=1/4\pi$. The matrix $\boldsymbol\sigma\cdot\mathbf n$ squares to 1, commutes with $\mathbf J$, anticommutes with $K$, and gives
$$(\boldsymbol\sigma\cdot\mathbf n)\,\Omega_{\kappa m}=\eta\,\Omega_{-\kappa,m},\qquad|\eta|=1,\tag{5}$$
with $\eta=-1$ for the signs of (3), meaning (3a) and (3b). Hence $\pm\kappa$ share the density
$$W_{jm}=\frac{(j+m)\,|Y_{l,m-1/2}|^2+(j-m)\,|Y_{l,m+1/2}|^2}{2j},\qquad l=j-\tfrac12,\tag{6}$$
which is the same for $\pm m$, and $\sum_mW_{jm}=(2j+1)/4\pi$.

With $P_2=\frac12(3\cos^2\theta-1)$, the p-shell shapes are $W=(1+\beta P_2)/4\pi$: $\beta=0$ for $p_{1/2}$, $+1$ and $-1$ for $p_{3/2}$ with $|m|=\frac12$ and $\frac32$, $2$ for $p_z$ ($|Y_{10}|^2$), and $-1$ for $|Y_{11}|^2$. The departure from a sphere is measured by $Q=\langle3z^2-r^2\rangle$:
$$Q=\tfrac25\,\beta\,\langle r^2\rangle.\tag{7}$$

### What is and is not spherical in $p_{1/2}$

For $m=-\frac12$, $p=1$ and $q=2$, and (3b) gives $(-\sqrt{2/3}\,Y_{1,-1},\sqrt{1/3}\,Y_{10})=-\frac1{\sqrt{4\pi}}(\sin\theta\,e^{-i\phi},-\cos\theta)$. This and (4) are the two columns of $-\boldsymbol\sigma\cdot\mathbf n/\sqrt{4\pi}$. Any normalized superposition $c_+\Omega_{1,1/2}+c_-\Omega_{1,-1/2}$ is therefore
$$\Omega=-\frac{(\boldsymbol\sigma\cdot\mathbf n)\,\chi}{\sqrt{4\pi}},\qquad\chi=\begin{pmatrix}c_+\\c_-\end{pmatrix},$$
with density $\chi^\dagger\chi/4\pi=1/4\pi$. No preparation within the $p_{1/2}$ level can make it anisotropic.

The direction that $\chi$ singles out shows up in the spin density. From $\sigma_k\sigma_j=2\delta_{kj}-\sigma_j\sigma_k$ we get $\sigma_k(\boldsymbol\sigma\cdot\mathbf n)=2n_k-(\boldsymbol\sigma\cdot\mathbf n)\sigma_k$. Multiplying from the left by $\boldsymbol\sigma\cdot\mathbf n$ gives $(\boldsymbol\sigma\cdot\mathbf n)\sigma_k(\boldsymbol\sigma\cdot\mathbf n)=2n_k\,\boldsymbol\sigma\cdot\mathbf n-\sigma_k$. With the unit vector $\mathbf s=\chi^\dagger\boldsymbol\sigma\chi$,
$$\Omega^\dagger\boldsymbol\sigma\,\Omega=\frac{2\mathbf n(\mathbf n\cdot\mathbf s)-\mathbf s}{4\pi}.$$
This vector keeps the part of $\mathbf s$ along $\mathbf n$ and reverses the part across it, so it is $\mathbf s$ rotated by $\pi$ about $\mathbf n$. For $m=\frac12$, $\mathbf s=\hat{\mathbf z}$: the spin points up on the $z$ axis and down on the equator. Its $z$ component is $(2\cos^2\theta-1)/4\pi$, and since $\cos^2\theta$ averages to $\frac13$ over the sphere, $\langle\sigma_z\rangle=\frac23-1=-\frac13$, in agreement with the weights $\frac13$ and $\frac23$ in (4). In $s_{1/2}$ the spin points along $\mathbf s$ everywhere. The two states have the same charge shape and different spin textures. They also differ radially. With the nonrelativistic radial function, unchanged by the spin-orbit term, the p function goes as $r$ near the nucleus, so the $p_{1/2}$ density vanishes at $r=0$ while an s density does not. This holds only at that level of approximation: the Coulomb $\xi(r)$ used below grows as $r^{-3}$, faster than the centrifugal term, and in the four-component form of the next paragraph the lower component of $p_{1/2}$ has $l=0$ and need not vanish at the nucleus. For a point nucleus both components of $p_{1/2}$ behave as $r^{\gamma-1}$ with $\gamma=\sqrt{1-(Z\alpha)^2}<1$, so both diverge weakly there, the lower one being the larger.

Nothing above used the Dirac equation, and the strength of the spin-orbit coupling never entered. The result carries over to a four-component function of the form $\frac1r\,(P(r)\,\Omega_{\kappa m},\;iQ(r)\,\Omega_{-\kappa,m})$, which is the form of a Dirac state in a central field: its density is $(P^2W_{\kappa m}+Q^2W_{-\kappa,m})/r^2=(P^2+Q^2)W_{jm}/r^2$. It is a mistake to credit the spherical shape to the s-like lower component, since the upper component is spherical by itself.

### Conditions under which the statement fails

*Mixing of $\kappa$ and $-\kappa$.* An electric field couples states of opposite parity, for instance $2s_{1/2}$ and $2p_{1/2}$ of hydrogen. It also couples $2s_{1/2}$ to $2p_{3/2}$. That admixture is left out here to isolate pure $j=\frac12$ mixing, but in hydrogen it is not negligible beside the term kept. It also gives a $\cos\theta$ term, first order in the field. The weight of $Y_{10}\!\uparrow$ is $\frac23$ in $p_{3/2}$ and $\frac13$ in $p_{1/2}$, and $2s_{1/2}$ lies about 1.06 GHz above $2p_{1/2}$ and about 9.9 GHz below $2p_{3/2}$, so in a weak field this term is about $-2\times1.06/9.9\approx-0.21$ of the one written below. At a fixed radius the state is then $a\,\Omega_{-1,1/2}+b\,\Omega_{1,1/2}$, where $a$ and $b$ include the radial functions. With $\chi=(1,0)$ the overlap at a point is $\Omega_{-1,1/2}^\dagger\Omega_{1,1/2}=-\chi^\dagger(\boldsymbol\sigma\cdot\mathbf n)\chi/4\pi=-\cos\theta/4\pi$, so the density is
$$\frac{|a|^2+|b|^2-2\,\mathrm{Re}(a^*b)\cos\theta}{4\pi}.$$
The state has pure $j=\frac12$ and is lopsided unless $\mathrm{Re}(a^*b)=0$.

*Superposition of different $|m|$ for $j>\frac12$.* Take $(\Omega_{-2,3/2}+\Omega_{-2,-1/2})/\sqrt2$. From (3a), $\Omega_{-2,3/2}=(Y_{11},0)$ and $\Omega_{-2,-1/2}=(\sqrt{1/3}\,Y_{1,-1},\sqrt{2/3}\,Y_{10})$. The diagonal terms give $\frac12[(1-P_2)+(1+P_2)]/4\pi=1/4\pi$. The cross term is $\mathrm{Re}(Y_{11}^*Y_{1,-1})/\sqrt3$, with $Y_{11}^*Y_{1,-1}=-\frac3{8\pi}\sin^2\theta\,e^{-2i\phi}$. Hence $W=\frac1{4\pi}-\frac{\sqrt3}{8\pi}\sin^2\theta\cos2\phi$, which depends on $\phi$ and is not of the form (6).

*Mixing of different $j$.* This is where the dumbbell returns. Model an axial environment, such as neighbours in a molecule or crystal, within one p shell with a fixed radial function by
$$H=\zeta\,\mathbf L\cdot\mathbf S+D\,L_z^2,\qquad\zeta>0,\ D\ge0 .$$
The second term raises $m_l=\pm1$, the span of $p_x$ and $p_y$, by $D$ and leaves $p_z$ alone. $J_z$ is still conserved. For $m=\frac12$, equation (2) with $l=1$, $p=2$, $q=1$ has diagonal $(0,-1)$ and off-diagonal $\sqrt2$, and $\mathbf L\cdot\mathbf S=M/2$. In the basis $(Y_{10}\!\uparrow,\,Y_{11}\!\downarrow)$,
$$H=\begin{pmatrix}0&b\\b&d\end{pmatrix},\qquad b=\frac{\zeta}{\sqrt2},\qquad d=D-\frac\zeta2 .$$
The secular equation $E^2-dE-b^2=0$ has roots $E_\pm=\frac12(d\pm S)$ with $S=\sqrt{d^2+2\zeta^2}$, and their product is $E_+E_-=-b^2$. The root $E_-$ is negative, while the $|m|=\frac32$ states lie at $\frac12\zeta+D>0$, so $E_-$ is the lowest level. For its eigenvector $(u,v)$ the first row gives $bv=E_-u$, so the weight of $p_z$ is
$$w=\frac{u^2}{u^2+v^2}=\frac{b^2}{b^2+E_-^2}=\frac{-E_+E_-}{E_-(E_--E_+)}=\frac{E_+}{S}=\frac12\left(1+\frac dS\right).\tag{8}$$
The density is $w|Y_{10}|^2+(1-w)|Y_{11}|^2=[w(1+2P_2)+(1-w)(1-P_2)]/4\pi$, so
$$\beta=2w-(1-w)=3w-1 .$$
For $m=-\frac12$ the matrix is the same with the basis order reversed, giving $(vY_{1,-1},uY_{10})$ with the same density. The overlap at a point with $(uY_{10},vY_{11})$ is $uvY_{10}(Y_{1,-1}+Y_{11}^*)=0$, so every superposition within the doublet has that density as well.

At $D=0$, $d=-\zeta/2$ and $S=\frac32\zeta$, so $w=\frac12(1-\frac13)=\frac13$ and $\beta=0$, which is $p_{1/2}$. For small $D$, differentiate (8): $dw/dD=\frac12(S^2-d^2)/S^3=\zeta^2/S^3$, which is $8/(27\zeta)$ at $D=0$. Thus $\beta\approx8D/9\zeta$. For $D\gg\zeta$, $d/S\approx1-\zeta^2/d^2$, so $w\approx1-\zeta^2/2d^2$ and $\beta\to2$. The dumbbell is the right picture for a level when the environment separates its p orbital from the other two by energies much larger than the spin-orbit coupling, as it does here for the lowest level. The two upper levels, which share $p_x$ and $p_y$, tend instead to the ring $|Y_{11}|^2$. An environment can dominate the spin-orbit coupling for the valence p orbitals of light atoms in molecules, where that coupling is weak. In that case the state should not be labelled $p_{1/2}$.

### Worked example: a model 2p electron of osmium

Take a hydrogenic model with $V=-Z/r$ and the chosen effective charge $Z=72$, roughly typical of the screened nucleus seen by an osmium 2p electron. The function $u=r^2e^{-Zr/2}$ has $u''=(2-2Zr+\frac14Z^2r^2)e^{-Zr/2}$. The $l=1$ radial operator gives
$$-\tfrac12u''+\left(\frac1{r^2}-\frac Zr\right)u=\left(-1+Zr-\tfrac18Z^2r^2+1-Zr\right)e^{-Zr/2}=-\tfrac18Z^2u,$$
so $R\propto u/r$ is the 2p function. All integrals follow from $\int_0^\infty r^ne^{-Zr}dr=n!/Z^{n+1}$. Normalization needs $n=4$, giving $R^2=Z^5r^2e^{-Zr}/24$. Then $\langle r^2\rangle=(Z^5/24)(6!/Z^7)=30/Z^2$ and $\langle r^{-3}\rangle=(Z^5/24)(1!/Z^2)=Z^3/24$. The radial probability $r^2R^2\propto r^4e^{-Zr}$ has derivative proportional to $4-Zr$, so it peaks at $r_0=4/Z$, where $R^2=(Z^3/24)\,16\,e^{-4}$.

With 1 bohr $=0.529177$ Å and 1 hartree $=27.211386$ eV:

- $r_0=4/72=0.055556$ bohr $=0.029399$ Å.
- $\langle r^2\rangle=30/72^2=5.78704\times10^{-3}$ bohr$^2$ $=1.62054\times10^{-3}$ Å$^2$.
- $\langle r^{-3}\rangle=72^3/24=15552.0$ bohr$^{-3}$.
- $R(r_0)^2=15552.0\times16\,e^{-4}=4557.52$ bohr$^{-3}$, and dividing by $0.529177^3$ gives $30755.6$ Å$^{-3}$.

For the size of the coupling I take as given the standard spin-orbit term $\xi=\frac{\alpha^2}{2}\frac1r\frac{dV}{dr}$, with $\alpha=1/c$ in these units, treated in first order. With $dV/dr=Z/r^2$,
$$\zeta=\tfrac12\alpha^2Z\langle r^{-3}\rangle=\tfrac12\,(7.29735\times10^{-3})^2\times72\times15552.0=29.8139\ \text{hartree}=811.28\ \text{eV}.$$
The eigenvalues of $\mathbf L\cdot\mathbf S$ for $l=1$ are half those of $M$, namely $+\frac12$ and $-1$, so the splitting is $\frac32\zeta=44.7209$ hartree $=1216.9$ eV. This is an estimate of size only, because the expansion parameter $Z\alpha=0.5254$ is not small. The exact Dirac levels for the same $Z=72$, $E/c^2=\sqrt{(1+\gamma)/2}$ with $\gamma=\sqrt{1-(Z\alpha)^2}$ for $2p_{1/2}$ and $E/c^2=\sqrt{1-(Z\alpha/2)^2}$ for $2p_{3/2}$, are 1474.9 eV apart, and the observed separation of the two edges is roughly 1.5 keV. The radial numbers carry the same limit. In the Dirac solution the two levels have different radial functions: $2p_{1/2}$ peaks near 0.048 bohr with $\langle r^2\rangle\approx4.5\times10^{-3}$ bohr$^2$, and $2p_{3/2}$ near 0.054 bohr with $\langle r^2\rangle\approx5.5\times10^{-3}$ bohr$^2$. The $2p_{1/2}$ density at $r=4/72$ is about 370 bohr$^{-3}$ instead of the 362.7 found below. The digits given here belong to the nonrelativistic model, not to osmium. The angular densities of the pure $p_{1/2}$ and $p_{3/2}$ states do not depend on this value, but the effect of an axial field of given strength, computed below, does.

The density at $r_0$ is $\rho=R(r_0)^2W$. On the $z$ axis $P_2=1$ and $W=(1+\beta)/4\pi$; in the $xy$ plane $P_2=-\frac12$ and $W=(1-\beta/2)/4\pi$, with $1/4\pi=0.079577$ per steradian. For $p_{1/2}$, $\rho=4557.52\times0.079577=362.7$ bohr$^{-3}$ $=2447.5$ Å$^{-3}$ in every direction. For $p_z$, $W(z)=3/4\pi=0.238732$ and $\rho(z)=4557.52\times0.238732=1088.0$ bohr$^{-3}$ $=7342.4$ Å$^{-3}$. The densities in bohr$^{-3}$ are:

| state | $\beta$ | $\rho(z)$ | $\rho(xy)$ |
|---|---|---|---|
| $p_z$ | 2 | 1088.0 | 0.0 |
| $p_{1/2}$ | 0 | 362.7 | 362.7 |
| $p_{3/2}$, $m=\pm\frac12$ | 1 | 725.4 | 181.3 |
| $p_{3/2}$, $m=\pm\frac32$ | $-1$ | 0.0 | 544.0 |

In Å$^{-3}$ the third row reads 4894.9 and 1223.7, and the fourth 0.0 and 3671.2. The dumbbell drawing overestimates the $p_{1/2}$ density on the axis by a factor of three and puts a node where there is none. From (7), $Q=\frac45\times5.78704\times10^{-3}=4.6296\times10^{-3}$ bohr$^2$ $=1.2964\times10^{-3}$ Å$^2$ for $p_z$, zero for $p_{1/2}$, and $\pm2.3148\times10^{-3}$ bohr$^2$ $=\pm6.4821\times10^{-4}$ Å$^2$ for $p_{3/2}$, positive for $|m|=\frac12$ and negative for $|m|=\frac32$.

Now switch on the axial field with three chosen strengths.

For $D=1$ eV $=0.036749$ hartree, $D/\zeta=0.036749/29.8139=0.0012326$. Equation (8) gives $w=0.333699$ and $\beta=0.001096$, and the first-order estimate $\frac89\times0.0012326=0.001096$ agrees to the digits shown. With $\zeta$ taken from the Dirac splitting of 1474.9 eV, $\beta$ drops to about $0.00090$, and a field of the opposite sign reverses the sign of $\beta$. The density differs from a sphere by about one part in a thousand, so in this model the core state in your question stays very nearly spherical for fields of this size.

For $D=\zeta=811.28$ eV, $d=\zeta/2$ and $S=\frac32\zeta$, so $w=\frac12(1+\frac13)=0.666667$ and $\beta=1.000000$. This is the same density as $p_{3/2}$ with $|m|=\frac12$, but it is a different state. Here $E_-=-\zeta/2$ and $v/u=E_-/b=-1/\sqrt2$, while (3a) has $v/u=+1/\sqrt2$. The spin-summed density cannot see the relative sign of the two components, so a shape does not identify $j$ once $j$ is mixed.

For $D=100\zeta=81127.9$ eV, $d=99.5\,\zeta$ and $w=\frac12\left(1+99.5/\sqrt{99.5^2+2}\right)=0.999950$, with $\beta=1.999849$. Such a field is unphysical for this core shell, and it serves to show the limit: only the ratio $D/\zeta$ enters (8), and the same ratio can be reached with a small $\zeta$ and a correspondingly smaller $D$.

### What the numerical check tests

The numerical check verifies $[\mathbf J,\boldsymbol\sigma\cdot\mathbf r]=0$ and the anticommutation with $\boldsymbol\sigma\cdot\mathbf L+1$ by symbolic differentiation of arbitrary functions, using $\mathbf r$ in place of $\mathbf n$, which is equivalent because $r$ commutes with $\mathbf L$. It builds $\Omega_{\kappa m}$ from Clebsch-Gordan coefficients for all $|\kappa|\le4$ and compares them on a grid of directions with (3), (5) with $\eta=-1$, (6), the equality of densities for $\pm\kappa$ and $\pm m$, and the sum over $m$. It tests the spherical density and the spin density of a complex $p_{1/2}$ superposition, the $s_{1/2}$-$p_{1/2}$ mixing formula, and that the density of the $j=\frac32$ superposition varies with $\phi$ and is the same for $\kappa=\pm2$ (its explicit formula is not compared). The radial moments and $Q$ are obtained by quadrature and $r_0$ by numerical maximization. Equation (8) is compared with a diagonalization of the full $6\times6$ Hamiltonian in the basis $p_x,p_y,p_z$ times spin, which does not use the spinor harmonics.

## Values computed for the example and the checks

```
1 hartree = 27.211386 eV; 1 bohr = 0.529177 angstrom
alpha = 7.29735256e-03; 1/(4 pi) = 0.079577 per sr
p1/2 m=1/2: up weight 0.3333, down 0.6667, <sigma_z> -0.3333
chosen Z = 72; Z*alpha = 0.5254
r0 = 0.055556 bohr = 0.029399 angstrom
R(r0)^2 = 4557.52 bohr^-3 = 30755.6 angstrom^-3
<r^2> = 5.78704e-03 bohr^2 = 1.62054e-03 angstrom^2
<r^-3> = 15552.0 bohr^-3
zeta = 29.8139 hartree = 811.28 eV
splitting = 44.7209 hartree = 1216.9 eV
p_z: beta = 2; W(z), W(xy) = 0.238732, 0.000000 per sr
  rho(z), rho(xy) = 1088.0, 0.0 bohr^-3
  rho(z), rho(xy) = 7342.4, 0.0 angstrom^-3
  Q = 4.6296e-03 bohr^2 = 1.2964e-03 angstrom^2
p1/2 |m|=1/2: beta = 0; W(z), W(xy) = 0.079577, 0.079577 per sr
  rho(z), rho(xy) = 362.7, 362.7 bohr^-3
  rho(z), rho(xy) = 2447.5, 2447.5 angstrom^-3
  Q = 0.0000e+00 bohr^2 = 0.0000e+00 angstrom^2
p3/2 |m|=1/2: beta = 1; W(z), W(xy) = 0.159155, 0.039789 per sr
  rho(z), rho(xy) = 725.4, 181.3 bohr^-3
  rho(z), rho(xy) = 4894.9, 1223.7 angstrom^-3
  Q = 2.3148e-03 bohr^2 = 6.4821e-04 angstrom^2
p3/2 |m|=3/2: beta = -1; W(z), W(xy) = 0.000000, 0.119366 per sr
  rho(z), rho(xy) = 0.0, 544.0 bohr^-3
  rho(z), rho(xy) = 0.0, 3671.2 angstrom^-3
  Q = -2.3148e-03 bohr^2 = -6.4821e-04 angstrom^2
D = 0.036749 hartree = 1 eV, D/zeta = 0.0012326
  p_z weight w = 0.333699, beta = 0.001096
D = 29.814 hartree = 811.279 eV, D/zeta = 1
  p_z weight w = 0.666667, beta = 1.000000
D = 2981.4 hartree = 81127.9 eV, D/zeta = 100
  p_z weight w = 0.999950, beta = 1.999849
first order 8D/(9 zeta) at D = 1 eV: 0.001096
```
